# Photon Correlation and Biexciton Yield of a Single Pulsed Nanocrystal, part 2

A single nanocrystal is excited by a train of laser pulses, and its light is split between two detectors, arms A and B. In the histogram of delays between clicks, $g$ is the area of the peak around zero delay divided by the area of a side peak. With $n$ the number of photons emitted after one pulse, and angle brackets an average over pulses,

$$g=\frac{\langle n(n-1)\rangle}{\langle n\rangle^2}. \tag{1}$$

A pulse creates $N$ excitons with probability $P_N$, which is Poissonian with mean $\mu=\int w(t)\,dt$ if the absorption rate $w(t)$ does not depend on the excitons already present and nothing decays during the pulse. The step from $m$ to $m-1$ excitons emits a photon with probability $\eta_m$, however level $m$ was reached. For weak excitation $g\simeq(2P_2/P_1^2)\,\eta_2/\eta_1$, and with Poisson absorption

$$\lim_{\mu\to0}g=\frac{\eta_2}{\eta_1}\equiv r. \tag{4}$$

At the next order, with $q=1+\eta_3/\eta_2+\eta_3/\eta_1$,

$$\langle n\rangle=e^{-\mu}\left[\mu\eta_1+\frac{\mu^2}{2}(\eta_1+\eta_2)+\dots\right]
=\mu\eta_1\left[1-\frac{\mu}{2}(1-r)+O(\mu^2)\right]. \tag{5}$$

$$g=r\,[1+c\mu+O(\mu^2)],\qquad c=\frac13\left(1+\frac{\eta_3}{\eta_2}+\frac{\eta_3}{\eta_1}\right)-\frac{\eta_2}{\eta_1}. \tag{6}$$

The example is a CdSe/CdS core-shell nanocrystal with exciton lifetime 25 ns, so the exciton's total decay rate is $\Gamma_1=0.0400\ \text{ns}^{-1}$. Its yields are $\eta_1=0.9000$, $\eta_2=0.1759$ and $\eta_3=0.0971$, hence $r=0.1954$ and $c=0.3579$. At a fluence of 5 µJ/cm², $\mu=0.1019$ and the full calculation gives $g=0.2026$, which is 3.66 % above $r$.

The multiexciton yields come from a counting model. Radiative rates are $0.0360\ \text{ns}^{-1}$ per electron-hole pairing, and trapping rates $0.0040\ \text{ns}^{-1}$ per hole. Auger rates scale with the number of triples (two electrons and a hole, or two holes and an electron). The biexciton has 4 pairings and 4 triples, with a total Auger rate of $0.6667\ \text{ns}^{-1}$; the triexciton has 9 pairings and 18 triples.

**Q.** Does a stronger pulse then always raise $g$?

**A.** No. If $\eta_3=0$, then $c=\tfrac13-r$, which is negative for $r>\tfrac13$. And if all yields equal 1, then $q=3$, $r=1$ and $c=0$. In that case each exciton becomes a photon, $n=N$, and Poisson statistics give $g=1$ at any $\mu$.

**Q.** Your pulse lasts 0.1 ns. An exciton could emit and be replaced within the same pulse.

**A.** It could, and such a pair needs no biexciton. Take a square pulse of length $T$ and keep the lowest order in $\mu$. Given two absorptions at a constant rate, their times are independent and uniform over the pulse, so the gap $\Delta$ between them has density $2(T-\Delta)/T^2$. The first exciton has decayed before the second absorption with probability $p=\langle1-e^{-\Gamma_1\Delta}\rangle$. With $x=\Gamma_1T$ and $s=\Delta/T$,

$$1-p=2\int_0^1(1-s)e^{-xs}\,ds
=2\left[\frac1x-\frac{1-e^{-x}}{x^2}\right]=\frac{2(x-1+e^{-x})}{x^2}.$$

The middle form follows from $\int_0^1e^{-xs}ds=(1-e^{-x})/x$ and $\int_0^1se^{-xs}ds=(1-e^{-x})/x^2-e^{-x}/x$. If the first exciton survives, the pair has probability $\eta_1\eta_2$. If it has decayed, two separate excitons give $\eta_1^2$. Dividing by $\eta_1^2$,

$$g=(1-p)\,r+p. \tag{7}$$

For small $x$, $e^{-x}=1-x+x^2/2-x^3/6+\dots$ gives $p\simeq x/3$. Here $x=0.1/25=0.004$ and $p=0.0013$, so $g$ rises to 0.1965, or by 0.55 %. The relative rise is $p(1-r)/r$, so for a small $r$ the pulse must be short compared with $r$ times the exciton lifetime. With $r=0.01$, the same pulse would raise $g$ by 13 %. Decay of the biexciton during the pulse changes nothing at this order, since no third absorption follows.

At the other end of the cycle, the period at 2.5 MHz is 400 ns. An exciton survives until the next pulse with probability $e^{-400/25}=1.1\times10^{-7}$, which is negligible here. The separation of the peaks in the delay histogram is a stricter condition, because neighbouring peaks meet at half the period. Each side peak has a fraction $\tfrac12e^{-200/25}$ of its area beyond 200 ns on either side, so windows of $\pm200$ ns raise $g$ by $(1-r)e^{-8}=2.7\times10^{-4}$, or 0.14 % of $r$.

**Q.** You also assumed that the second photon is absorbed as easily as the first.

**A.** Let the cross-section with one exciton present be $\kappa$ times the first. To lowest order, $P_1=\mu$, and two ordered absorptions give

$$P_2=\int dt_1\,w(t_1)\int_{t_1}dt_2\,\kappa w(t_2)=\frac{\kappa\mu^2}{2},$$

because the ordered region is half of the square. The prefactor $2P_2/P_1^2$ becomes $\kappa$, and $g\to\kappa r$. A second cross-section 5 % smaller, a value I assume for illustration, lowers the limit by 5 %, to 0.1857. Lowering the fluence does not remove this error, because it belongs to the limit itself.

**Q.** The biexciton photon may also have a slightly different colour. Filters and detectors will notice.

**A.** Give the arms detection probabilities $A_1,B_1$ for exciton photons and $A_2,B_2$ for biexciton photons. A central coincidence has the biexciton photon in A and the exciton photon in B, or the reverse. With $P_2=\mu^2/2$,

$$g\to\frac{\tfrac12\mu^2\eta_1\eta_2\,(A_2B_1+A_1B_2)}{\mu^2\eta_1^2A_1B_1}
=r\,\frac12\left(\frac{A_2}{A_1}+\frac{B_2}{B_1}\right).$$

If both arms detect biexciton photons 3 % less efficiently, again an assumed value, the limit falls by 3 %, to 0.1896. An edge filter placed across the emission line could do far more, which is a reason to use a filter that is flat over both lines.

**Q.** And dark counts? They coincide with everything.

**A.** They pull the ratio towards 1. Let $s_A,s_B$ be the mean signal counts per pulse period and $b_A,b_B$ the mean background counts, with the background independent of the signal and of the other arm. For small counts, the central and side areas per pulse are proportional to

$$g\,s_As_B+s_Ab_B+b_As_B+b_Ab_B\quad\text{and}\quad(s_A+b_A)(s_B+b_B).$$

The first expression equals the second minus $(1-g)s_As_B$. With the signal shares $f_A=s_A/(s_A+b_A)$ and $f_B=s_B/(s_B+b_B)$, the reading is

$$g_{\rm read}=1-f_Af_B(1-g). \tag{8}$$

Let each arm detect an emitted photon with probability $\xi=0.03$ and have 50 dark counts per second. The leading estimate of the signal is $\mu\eta_1\xi$ per pulse, or 6881 counts per second at 2.5 MHz. The bracket in (5) lowers this by 4.1 %, to 6599, and the full calculation gives 6605. So $f_A=f_B=6605/6655=0.9925$, and $1-f_Af_B=0.0150$. Equation (8) then gives

$$g_{\rm read}=0.2026+0.0150\,(1-0.2026)=0.2146 .$$

A background of less than 1 % of the counts has raised the reading by 5.9 % relative to its background-free value. This happens because the genuine central peak is small, while accidental coincidences fill all peaks equally.

**Q.** So lower the fluence to escape the triexcitons, and the dark counts get you instead.

**A.** Yes, and the two errors can be balanced. Let $d$ be the dark-count probability per period in each arm, here $50/(2.5\times10^6)=2.0\times10^{-5}$. For $d\ll s$, $1-f_Af_B\simeq2d/s$ with $s\simeq\mu\eta_1\xi$. Inserting (6) into (8),

$$g_{\rm read}\simeq r+rc\mu+\frac{2(1-r)d}{\eta_1\xi\mu}.$$

The neglected corrections of relative order $\mu$ in the last term give a constant, which does not move the minimum. For $c>0$, setting the derivative with respect to $\mu$ to zero gives

$$\mu^*=\sqrt{\frac{2(1-r)d}{\eta_1\xi\,rc}}
=\sqrt{\frac{2(0.8046)(2.0\times10^{-5})}{(0.900)(0.03)(0.1954)(0.3579)}}=0.131 .$$

A direct search with all detector outcomes included found 0.128, at a fluence of 6.3 µJ/cm². The following scan holds the repetition rate, the efficiency and the dark rate fixed.

| Fluence (µJ/cm²) | $\mu$ | $g$, no dark counts | $g$, with dark counts |
|---|---|---|---|
| 1.25 | 0.0255 | 0.1972 | 0.2424 |
| 2.5 | 0.0510 | 0.1990 | 0.2223 |
| 5 | 0.1019 | 0.2026 | 0.2146 |
| 10 | 0.2039 | 0.2099 | 0.2161 |
| 20 | 0.4078 | 0.2245 | 0.2278 |

**Q.** Then I take the minimum and call it the answer.

**A.** You would be wrong by almost 10 %. The smallest reading is 0.2141, which is 9.6 % above $r$, because at the minimum both errors are positive and nearly equal. It is better to measure the dark rate and undo (8), using $g=1-(1-g_{\rm read})/(f_Af_B)$, and then to extrapolate to $\mu=0$. The first two background-free values in the table differ by 0.0018 over a change of 0.0255 in $\mu$. A straight line through them reaches $0.1972-0.0018=0.1954$ at $\mu=0$, which is the correct limit.

The price is time. At 5 µJ/cm² the central peak collects 3.54 signal pairs per second, so 1000 pairs take about 280 s and carry a counting error of about 3 %. At low fluence the pair rate falls as $\mu^2$, and the extrapolated value, twice the first reading minus the second, amplifies the counting error. With the time divided optimally and only the central peak's counting error included (signal pairs and accidental coincidences with dark counts), a 3 % error takes about 11 hours from 1.25 and 2.5 µJ/cm², but about 38 minutes from 5 and 10 µJ/cm². In this example the straight line through the latter pair still reaches $r$ to within 0.1 %.

**Q.** A single nanocrystal blinks. Your yields are not constants at all.

**A.** Then the choice of side peak matters. Suppose the dot switches slowly between states $i$, with time shares $w_i$ and yields $\eta_{1i},\eta_{2i}$, and absorbs equally in each. The central area is proportional to $\sum_iw_i\eta_{1i}\eta_{2i}$. In a near side peak, both pulses find the dot in the same state. In a side peak far beyond the switching time, the two states are independent. In the weak limit,

$$g_{\rm near}=\frac{\sum_iw_i\eta_{1i}\eta_{2i}}{\sum_iw_i\eta_{1i}^2},\qquad
g_{\rm far}=\frac{\sum_iw_i\eta_{1i}\eta_{2i}}{\left(\sum_iw_i\eta_{1i}\right)^2}. \tag{9}$$

The mean of a square is at least the square of the mean, so $g_{\rm far}\ge g_{\rm near}$. Writing $\eta_{1i}\eta_{2i}=\eta_{1i}^2r_i$ with $r_i=\eta_{2i}/\eta_{1i}$ shows that $g_{\rm near}$ is an average of the ratios $r_i$ with weights $w_i\eta_{1i}^2$. For equal time shares, brighter states count more.

**Q.** Give me a dim state with numbers.

**A.** Add one electron. The singly excited dot then has two electrons and one hole, which means two pairings and one triple. In the counting model each triple contributes $0.6667/4=0.1667\ \text{ns}^{-1}$, and the yield is $0.0720/(0.0720+0.0040+0.1667)=0.2967$. With three electrons and two holes there are six pairings and $6+3=9$ triples, and the yield is $0.2160/(0.2160+0.0080+1.5000)=0.1253$. Let this grey state take 10 % of the time. The sums in (9) are

$$\begin{aligned}
\sum_iw_i\eta_{1i}\eta_{2i}&=0.1462,\\
\sum_iw_i\eta_{1i}^2&=0.7378,\\
\left(\sum_iw_i\eta_{1i}\right)^2&=0.7050 .
\end{aligned}$$

Near side peaks give 0.198, an increase of 1.4 % over the neutral value $r$. Far side peaks give 0.207, an increase of 6.1 %. For this grey state the near side peaks lie closer to the neutral value, and a fully dark state would leave $g_{\rm near}$ unchanged. This is not a general rule. A dim state with a lower ratio pulls $g_{\rm near}$ below $r$, and $g_{\rm far}$ can then lie closer by cancellation: 30 % of the time with $\eta_1=0.5$ and $\eta_2=0.01$ gives $-10.5$ % for near and $-5.5$ % for far side peaks. What the near peaks offer in every case is a reading with a clear meaning, a weighted average of the $r_i$.

**Q.** What if I have two nanocrystals in the focus and do not know it?

**A.** Take two equal, independent dots with photon numbers $n_1$ and $n_2$, each with single-dot ratio $g_1$. The ordered pairs come from the same dot or from different dots:

$$\langle n(n-1)\rangle=2\langle n_1(n_1-1)\rangle+2\langle n_1\rangle^2,\qquad \langle n\rangle^2=4\langle n_1\rangle^2 .$$

Hence $g=(1+g_1)/2$, which for equal dots is at least one half however poor the biexciton is. If the dots have unequal mean photon numbers, the pairs from different dots contribute $2\langle n_1\rangle\langle n_2\rangle/(\langle n_1\rangle+\langle n_2\rangle)^2$, which is less than one half, and $g$ can then fall below one half. A low reading therefore does not prove that there is only one dot. Nor does a high reading prove that there are two: in the weak limit, a single dot with $r>\tfrac12$ also reads above one half. The ratio alone cannot tell an efficient biexciton from a second emitter, so singleness needs separate evidence.

**Q.** How does your example compare with a dot on a real microscope slide?

**A.** The parameters are rough values in the regime of CdSe/CdS core-shell nanocrystals at room temperature. Exciton lifetimes of tens of nanoseconds are ordinary there. The biexciton Auger time varies strongly with core size, shell thickness and the interface, so another sample may have a very different $r$. The counting model for the multiexciton rates is a further idealization: it moves the value of $r$ and the slope $c$, but not the limit (4). The triexciton is its weakest part. The lowest electron level of CdSe holds two electrons, so the third occupies a higher level, and 9 equal pairings are probably too many. With 5 pairings, for instance, and the same Auger rate, $\eta_3=0.056$, $c=0.27$, and the shift from finite $\mu$ would be 2.7 % instead of 3.7 %. For these numbers, the shifts relative to the ideal limit are $+3.7$ % from finite $\mu$, $+0.6$ % from pulse length, $-5$ % and $-3$ % from the assumed changes in absorption and detection, and $+1.4$ % or $+6.1$ % from blinking, depending on the side peak. Dark counts add 5.9 % relative to the background-free reading. The signs differ, so a reading may lie near $r$ through cancellation, and each effect has to be assessed on its own.

**Q.** Suppose I have corrected for all that. Do I now know the biexciton yield?

**A.** You know its ratio to the exciton yield. The absolute value needs $\eta_1$ from a separate measurement on the same dot: here $\eta_2=0.1954\times0.900=0.176$. If you set $\eta_1=1$ without measuring it, you would report 0.195, which is 11 % too high. One assumption also remains inside the ratio. If the exciton left by a biexciton photon emits with a different probability $\eta_1'$, the pair term becomes $\mu^2\eta_2\eta_1'$, and the limit is $\eta_2\eta_1'/\eta_1^2$. The peak areas alone cannot separate $\eta_2$ from $\eta_1'$. The numerical output below lists the main inputs and results of this exchange.

## Values computed for the example and the checks

```
Pump wavelength 405 nm, photon energy 3.061 eV
Emission 630 nm, photon energy 1.968 eV
Pump over emission energy: 1.56
Pump excess energy: 1.093 eV
Thermal energy at 300 K: 0.0259 eV
Fluence 5.0 uJ/cm2
Cross-section 1.0e-14 cm2
Mean absorbed photons per pulse mu: 0.1019
Pulse length 0.10 ns, rate 2.5 MHz
Exciton lifetime 25.0 ns
Biexciton Auger time 1.50 ns
Exciton radiative rate: 0.0360 1/ns
Exciton trapping rate: 0.0040 1/ns
Biexciton radiative rate: 0.1440 1/ns
Biexciton total rate: 0.8187 1/ns
Biexciton lifetime: 1.221 ns
Yields eta1, eta2, eta3: 0.9000 0.1759 0.0971
Ideal ratio eta2/eta1: 0.1954
Master equation, mu = 1e-04: g = 0.1954
Slope c, formula: 0.3579; numerical: 0.3580
Centre/side at delays 0, 10, 30 ns: 0.1955 0.1954 0.1954
Thermal-statistics factor: 2.000
Height factor, 5 ns + 25 ns decay: 1.286
Neglected effects, each alone: g and shift from ideal
 finite mu: 0.2026, +3.66 %
 pulse length: 0.1965, +0.55 %
 second cross-section x 0.95: 0.1857, -5.00 %
 biexciton detection x 0.97: 0.1896, -3.00 %
 grey share 0.10, near sides: 0.1981, +1.38 %
 grey share 0.10, far sides: 0.2074, +6.10 %
 charged-dot yields eta1, eta2: 0.2967 0.1253
 exciton alive at next pulse: 1.1e-07
Efficiency per arm 0.030, dark counts 50 1/s per arm
Signal counts per arm: 6605 1/s
Centre-peak signal pairs: 3.54 1/s
Click reading at this mu, no dark counts: 0.2026
Click reading at this mu, with dark counts: 0.2146
 shift caused by dark counts: +5.89 %
Fluence (uJ/cm2), mu, g without dark, g with dark
  1.25  0.0255  0.1972  0.2424
  2.50  0.0510  0.1990  0.2223
  5.00  0.1019  0.2026  0.2146
 10.00  0.2039  0.2099  0.2161
 20.00  0.4078  0.2245  0.2278
mu of smallest reading, formula: 0.1305
mu of smallest reading, search: 0.1283
Fluence there: 6.30 uJ/cm2
Smallest reading: 0.2141, +9.55 % from ideal
```
